**Least-material cooling fin: numerical tests and worked example**

For a thin straight fin that draws heat $q$ per unit width at base excess temperature $\theta_b$, the least volume per unit width is $q^3/(3kh^2\theta_b^3)$. Here $k$ is the conductivity and $h$ the heat transfer coefficient of each face. The optimal fin has length $L=q/(h\theta_b)$, a linear temperature profile and thickness $(hL^2/k)(1-x/L)^2$, where $x$ is the distance from the base. The program asserts that a general constrained optimizer, given neither the flux rule nor the parabola, recovers this volume, thickness and uniform gradient. It also asserts the marginal value of metal on a uniform fin, the volume formula at length $0.8L$, the cubic dependence on heat at half load, and the lower bound for 300 random fins. The output shows that the best uniform fin needs 1.513 times the least volume and the best triangular fin 1.045 times. For the 3 W example it gives a 30 mm fin of 112.5 mm³ and estimates the effects of air warming, uneven heat transfer, radiation and a minimum thickness.

## Program and output

```python
# Result under test: among thin straight fins that draw a given heat q (per unit
# width) at base excess temperature theta_b, the least volume belongs to
#   L = q/(h theta_b), theta = theta_b (1-x/L), t = (h L^2/k)(1-x/L)^2,
#   volume per width = h L^3/(3k).
# x: distance from base, t: full thickness, k: conductivity, h: heat transfer
# coefficient of both faces, theta: temperature above the surrounding air.
# Heat balance: (k t theta')' = 2 h theta, no heat leaves through the tip.
# Scaled runs use k = h = theta_b = 1; then q = 1 should give L = 1, V = 1/3.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.optimize import minimize, minimize_scalar


def solve_fin(thickness, dx, k=1.0, h=1.0, theta_b=1.0):
    """Linear finite elements; returns nodal theta and base heat per width."""
    conduct = k * thickness / dx
    convect = h * np.ones_like(thickness) * dx / 3
    own = conduct + 2 * convect
    off = convect - conduct
    diagonal = own.copy()
    diagonal[:-1] += own[1:]
    band = np.zeros((2, len(thickness)))
    band[0, 1:] = off[1:]
    band[1] = diagonal
    rhs = np.zeros(len(thickness))
    rhs[0] = -off[0] * theta_b
    theta = solveh_banded(band, rhs)
    heat = own[0] * theta_b + off[0] * theta[0]
    return np.concatenate(([theta_b], theta)), heat


def least_material(target, cells, dx, floor=0.0):
    """General constrained minimization of volume, no use of the theory."""
    t = np.full(cells, 0.6)
    rule = {"type": "ineq", "fun": lambda s: solve_fin(s, dx)[1] - target}
    for _ in range(2):
        t = minimize(lambda s: s.sum() * dx, t, method="SLSQP",
                     bounds=[(floor, None)] * cells, constraints=[rule],
                     options={"ftol": 1e-13, "maxiter": 300}).x
    theta, heat = solve_fin(t, dx)
    assert heat > target - 1e-6
    return t, theta, t.sum() * dx


# Solver, minimum principle and value of material on a uniform fin
n = 1000
dx = 1.0 / n
t0 = 0.6
m = np.sqrt(2 / t0)
q_uniform = t0 * m * np.tanh(m)
uniform = np.full(n, t0)
assert abs(solve_fin(uniform, dx)[1] / q_uniform - 1) < 1e-5


def functional(eps):
    def density(x):
        th = np.cosh(m * (1 - x)) / np.cosh(m) + eps * x
        slope = -m * np.sinh(m * (1 - x)) / np.cosh(m) + eps
        return t0 * slope**2 + 2 * th**2
    return quad(density, 0, 1)[0]


assert abs(functional(0.0) - q_uniform) < 1e-9
assert min(functional(0.1), functional(-0.1)) > q_uniform + 1e-3
for place in (0.2, 0.5, 0.8):
    bump = np.zeros(n)
    centre = int(place * n)
    bump[centre - 5:centre + 5] = 1e-3
    gain = (solve_fin(uniform + bump, dx)[1]
            - solve_fin(uniform - bump, dx)[1]) / (2 * bump.sum() * dx)
    slope = m * np.sinh(m * (1 - place)) / np.cosh(m)
    assert abs(gain / slope**2 - 1) < 2e-3

# Blind optimization: free length (room up to 1.3), short fin, half the heat
step = 0.1
t_free, th_free, v_free = least_material(1.0, 13, step)
edges = np.arange(11) * step
parabola_mean = ((1 - edges[:-1])**3 - (1 - edges[1:])**3) / (3 * step)
slopes = -np.diff(th_free)[:10] / step
assert abs(3 * v_free - 1) < 1e-4
assert np.max(np.abs(t_free[:10] - parabola_mean)) < 0.01
assert np.max(t_free[10:]) < 0.002
assert np.max(np.abs(slopes - 1)) < 0.05
lam = 0.8
t_short, th_short, v_short = least_material(1.0, 8, step)
short_formula = 3 * lam**4 / (2 * lam - 1) - 2 * lam**3
assert abs(3 * v_short / short_formula - 1) < 1e-4
tip_short = 1 - (2 - 1 / lam)
assert abs(th_short[-1] - tip_short) < 0.02
v_half = least_material(0.5, 8, step)[2]
assert abs(v_half / v_free - 1 / 8) < 1e-3

# Lower bound on volume against random fins
rng = np.random.default_rng(4)
ratios = []
for _ in range(300):
    blocks = rng.uniform(0.1, 3) * np.exp(rng.normal(size=10))
    t_random = np.repeat(blocks, 30)
    q_random = solve_fin(t_random, 1 / 300)[1]
    ratios.append(3 * t_random.mean() / q_random**3)
assert min(ratios) > 1

# Best uniform and best triangular fins, at equal heat
mid = (np.arange(n) + 0.5) * dx


def excess(a, shape):
    return 3 * a * shape.mean() / solve_fin(a * shape, dx)[1]**3


flat = np.ones(n)
best_u = minimize_scalar(lambda a: excess(a, flat), bounds=(0.1, 5),
                         method="bounded")
best_t = minimize_scalar(lambda a: excess(a, 1 - mid), bounds=(0.1, 5),
                         method="bounded")
analytic_u = minimize_scalar(lambda b: 3 * b / (4 * np.tanh(b)**3),
                             bounds=(0.5, 3), method="bounded")
assert abs(best_u.fun / analytic_u.fun - 1) < 1e-4
assert 1 < best_t.fun < best_u.fun
th_u, q_u = solve_fin(best_u.x * flat, dx)
q_t = solve_fin(best_t.x * (1 - mid), dx)[1]
grad_u = np.diff(th_u) / dx
value_mid = (grad_u[n // 2] / grad_u[0])**2
moved = best_u.x * np.where(mid < 0.5, 1.1, 0.9)
move_gain = solve_fin(moved, dx)[1] / q_u - 1
assert move_gain > 0

# Worked example: fin of a forced-air chip heat sink, rough typical values
k, h, theta_b, width, power = 200.0, 50.0, 40.0, 0.050, 3.0
air_temperature = 298.0
L = power / (width * h * theta_b)
t_base = h * L**2 / k
volume = width * h * L**3 / (3 * k)
cells = 3000
dxr = L / cells
xm = (np.arange(cells) + 0.5) * dxr
t_real = t_base * (1 - xm / L)**2
th_real, q_real = solve_fin(t_real, dxr, k, h, theta_b)
nodes = np.linspace(0, L, cells + 1)
line_error = np.max(np.abs(th_real - theta_b * (1 - nodes / L)))
assert line_error < 0.01
assert abs(q_real * width / power - 1) < 1e-4
assert abs(t_real.sum() * dxr * width / volume - 1) < 1e-4
half = cells // 2
flux = k * (th_real[half - 1] - th_real[half + 1]) / (2 * dxr)
t_half = t_base * (1 - nodes[half] / L)**2
efficiency = q_real / (2 * h * L * theta_b)

# Effects left out of the model
speed, gap, air_density, air_cp = 4.0, 0.0025, 1.2, 1005.0
capacity = air_density * air_cp * speed * gap * L
ntu = h * L * width / capacity
air_rise = theta_b * (1 - np.exp(-ntu))
air_loss = 1 - capacity * air_rise / power
h_uneven = h * (0.7 + 0.6 * xm / L)
uneven = solve_fin(t_real, dxr, k, h_uneven, theta_b)[1] / q_real - 1
h_black = 4 * constants.sigma * (air_temperature + theta_b / 2)**3
biot = h * t_base / (2 * k)
arc = np.sqrt(1 + (t_base / L)**2) - 1
edge_area = t_base / (3 * width)
floor = 1e-4
thin_part = np.sqrt(floor / t_base)
floored = []
for count in range(6, 11):
    v = least_material(1.0, count, step, floor / t_base)[2]
    floored.append((3 * v, count * step))
floor_ratio, floor_length = min(floored)
assert 1 < floor_ratio < best_u.fun

print("SCALED TESTS (volume unit: least volume at equal heat)")
print(f"blind optimum, free length: volume {3*v_free:.5f}")
print(f"  gradient / (theta_b/L): {slopes.min():.4f} to {slopes.max():.4f}")
print(f"  largest thickness beyond L / base: {t_free[10:].max():.1e}")
print(f"blind optimum, length {lam:.1f} L: volume {3*v_short:.4f}")
print(f"  formula for that length: {short_formula:.4f}")
print(f"  its tip excess temperature / base: {th_short[-1]:.3f}")
print(f"half the heat: volume / full-heat volume {v_half/v_free:.4f}")
print(f"{len(ratios)} random fins: smallest volume ratio {min(ratios):.3f}")
print(f"best uniform fin: volume ratio {best_u.fun:.3f}")
print(f"  value of material at mid-length / base: {value_mid:.3f}")
print(f"  heat gain, 10% moved outer to inner half: {100*move_gain:.2f} %")
print(f"best triangular fin: volume ratio {best_t.fun:.3f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"conductivity k: {k:.0f} W/(m K)")
print(f"heat transfer coefficient h: {h:.0f} W/(m^2 K)")
print(f"base excess temperature: {theta_b:.0f} K")
print(f"air temperature: {air_temperature:.0f} K")
print(f"fin width: {width*1e3:.0f} mm; heat per fin: {power:.1f} W")
print("EXAMPLE RESULTS")
print(f"length L: {L*1e3:.1f} mm")
print(f"base thickness: {t_base*1e3:.4f} mm")
print(f"least volume: {volume*1e9:.1f} mm^3")
print(f"solved heat: {q_real*width:.4f} W")
print(f"largest departure from straight line: {line_error:.4f} K")
print(f"mid-length excess temperature: {th_real[half]:.2f} K")
print(f"mid-length thickness: {t_half*1e3:.4f} mm")
print(f"conductive flux at mid-length: {flux*1e-6:.4f} W/mm^2")
print(f"heat passing mid-length: {flux*t_half*width:.3f} W")
print(f"fin efficiency: {efficiency:.4f}")
print(f"uniform fin, same heat: thickness {best_u.x/q_u**2*t_base*1e3:.3f} mm")
print(f"  length {L/q_u*1e3:.1f} mm, volume {best_u.fun*volume*1e9:.1f} mm^3")
print(f"triangular fin, same heat: base {best_t.x/q_t**2*t_base*1e3:.3f} mm")
print(f"  length {L/q_t*1e3:.1f} mm, volume {best_t.fun*volume*1e9:.1f} mm^3")
print("NEGLECTED EFFECTS")
print(f"air speed {speed:.0f} m/s, gap between fins {gap*1e3:.1f} mm")
print(f"air density {air_density} kg/m^3, heat capacity {air_cp:.0f} J/(kg K)")
print(f"air warming along channel: {air_rise:.1f} K")
print(f"  heat lost by it: {100*air_loss:.1f} %")
print(f"h rising 0.7 to 1.3 of mean, base to tip: heat {100*uneven:.1f} %")
print(f"black-surface radiation, upper limit: {h_black:.1f} W/(m^2 K)")
print(f"  relative to h: {100*h_black/h:.1f} %")
print(f"smallest workable thickness assumed: {floor*1e3:.2f} mm")
print(f"  share of ideal length thinner than this: {100*thin_part:.0f} %")
print(f"  best volume ratio with this limit: {floor_ratio:.3f}")
print(f"  at length {floor_length*L*1e3:.0f} mm (tried in {step*L*1e3:.0f} mm steps)")
print(f"Biot number across half thickness at base: {biot:.1e}")
print(f"extra face area from slope at base: {100*arc:.4f} %")
print(f"side-edge area / face area: {100*edge_area:.2f} %")
print("no test failed")
```

Printed output:

```
SCALED TESTS (volume unit: least volume at equal heat)
blind optimum, free length: volume 1.00000
  gradient / (theta_b/L): 1.0000 to 1.0000
  largest thickness beyond L / base: 9.3e-16
blind optimum, length 0.8 L: volume 1.0240
  formula for that length: 1.0240
  its tip excess temperature / base: 0.250
half the heat: volume / full-heat volume 0.1250
300 random fins: smallest volume ratio 1.398
best uniform fin: volume ratio 1.513
  value of material at mid-length / base: 0.157
  heat gain, 10% moved outer to inner half: 2.48 %
best triangular fin: volume ratio 1.045
EXAMPLE INPUTS (rough typical values)
conductivity k: 200 W/(m K)
heat transfer coefficient h: 50 W/(m^2 K)
base excess temperature: 40 K
air temperature: 298 K
fin width: 50 mm; heat per fin: 3.0 W
EXAMPLE RESULTS
length L: 30.0 mm
base thickness: 0.2250 mm
least volume: 112.5 mm^3
solved heat: 3.0000 W
largest departure from straight line: 0.0012 K
mid-length excess temperature: 20.00 K
mid-length thickness: 0.0563 mm
conductive flux at mid-length: 0.2667 W/mm^2
heat passing mid-length: 0.750 W
fin efficiency: 0.5000
uniform fin, same heat: thickness 0.142 mm
  length 23.9 mm, volume 170.2 mm^3
triangular fin, same heat: base 0.186 mm
  length 25.3 mm, volume 117.6 mm^3
NEGLECTED EFFECTS
air speed 4 m/s, gap between fins 2.5 mm
air density 1.2 kg/m^3, heat capacity 1005 J/(kg K)
air warming along channel: 7.5 K
  heat lost by it: 9.7 %
h rising 0.7 to 1.3 of mean, base to tip: heat -10.1 %
black-surface radiation, upper limit: 7.3 W/(m^2 K)
  relative to h: 14.6 %
smallest workable thickness assumed: 0.10 mm
  share of ideal length thinner than this: 67 %
  best volume ratio with this limit: 1.268
  at length 24 mm (tried in 3 mm steps)
Biot number across half thickness at base: 2.8e-05
extra face area from slope at base: 0.0028 %
side-edge area / face area: 0.15 %
no test failed
```
